\section*{The LeRoy–Bernstein law and fitting C6 to near-dissociation levels}

\section{Which levels to fit}

A calculation has produced vibrational levels close to dissociation, and the long-range coefficient $C_6$ is to be extracted from them. The choice of levels and of fitting function decides the answer. For the model well used below, whose input is $C_6=2000\,E_ha_0^6$, a straight-line fit to six high levels gives an error of $+1.3\%$. The same fit to six deep levels gives $+25\%$. Moving the high window up by one level, so that it contains the last bound level, gives $-1.7\%$. A further term for the short-range well brings the error to $-0.1\%$, partly by luck. The derivation shows where these biases come from.

Let $\varepsilon_v>0$ be the binding energy of level $v=0,1,\ldots$, measured down from dissociation, and let $\mu$ be the reduced mass. The nuclei move on one potential curve $V(R)$ without a centrifugal term, with $V(\infty)=0$ and
\begin{equation}
V(R)\to -\frac{C_n}{R^n},\qquad C_n>0,\quad n>2 .
\end{equation}
The result, in first-order WKB and to leading order as $\varepsilon_v\to0$, is
\begin{equation}
\varepsilon_v=\left[\frac{k_n\,(v_D-v)}{C_n^{1/n}}\right]^{2n/(n-2)},
\label{law}
\end{equation}
\begin{equation}
k_n=(n-2)\,\hbar\sqrt{\frac{\pi}{2\mu}}\;
\frac{\Gamma(1+1/n)}{\Gamma(1/2+1/n)} .
\label{kn}
\end{equation}
Here $v_D$ is the WKB index at threshold, in general not an integer. The law holds in a window: deep levels feel the short-range well, and the semiclassical approximation is poorest for the level nearest threshold, the more so the smaller its $v_D-v$.

\section{Choose the power first}

For excited and open-shell atoms $n$ is not automatically 6. The dipole--dipole operator scales as $R^{-3}$. If two like atoms share one excitation that is dipole-connected to the ground state, the states ``atom A excited'' and ``atom B excited'' are degenerate. The operator couples them in first order, so $n=3$. Two atoms with permanent quadrupoles, such as two atoms in $P$ states, have a first-order energy with $n=5$ unless it vanishes for the molecular state concerned. When both atoms are neutral and no first-order term survives, the second-order dipole--dipole energy gives $n=6$. First-order coefficients can have either sign, and so can the second-order one for excited atoms, where lower-lying states contribute with the opposite sign; the law needs an attractive tail.

A single curve with constant $C_n$ also requires that fine or hyperfine structure does not mix curves over the range used. Retardation must be negligible there. A centrifugal term falls as $R^{-2}$, more slowly than the tail, and must be absent or shown to be small. For a state with electronic angular momentum, part of it can remain even in the lowest rotational level.

\section{From quantization to level density}

Near a linear turning point the wavefunction is an Airy function. On the allowed side it becomes a cosine whose argument is the phase integral from that point minus $\pi/4$. Matching the cosines from the inner turning point $R_1$ and the outer one $R_2$ makes the total phase $(v+\tfrac12)\pi$:
\begin{equation}
v+\frac12=\frac{\sqrt{2\mu}}{\pi\hbar}
\int_{R_1}^{R_2}\sqrt{-\varepsilon-V(R)}\;dR .
\label{wkb}
\end{equation}
Treat $v$ as a continuous function of $\varepsilon$ and differentiate. The limits depend on $\varepsilon$, but the integrand vanishes there, so they contribute nothing. The derivative of the square root supplies $-\tfrac12$:
\begin{equation}
-\frac{dv}{d\varepsilon}=\frac{\sqrt{2\mu}}{2\pi\hbar}
\int_{R_1}^{R_2}\frac{dR}{\sqrt{-\varepsilon-V(R)}} .
\label{density}
\end{equation}
The minus sign says that a higher level is less bound. The classical speed is $\sqrt{2(-\varepsilon-V)/\mu}$, so the period of a round trip is $T=\sqrt{2\mu}\int dR/\sqrt{-\varepsilon-V}$, and the right side equals $T/(2\pi\hbar)$. The level density measures time, and a weakly bound pair spends most of its time far out, where it is slow. In the example, $96\%$ of the period at $v=23$ is spent beyond half the outer turning radius.

\section{The tail integral}

Insert $V=-C_n/R^n$ and extend the lower limit to zero. Near $R=0$ the integrand behaves as $R^{n/2}/\sqrt{C_n}$, so the added region contributes a bounded amount, while the whole integral diverges as $\varepsilon\to0$. Replacing the true short-range well therefore does not affect the leading term.

The outer turning point is $R_2=(C_n/\varepsilon)^{1/n}$. With $R=R_2x$,
\begin{equation}
\frac{C_n}{R^n}-\varepsilon=\varepsilon\,(x^{-n}-1),
\end{equation}
and hence
\begin{align}
\int_0^{R_2}\frac{dR}{\sqrt{C_n/R^n-\varepsilon}}
&=\frac{R_2}{\sqrt{\varepsilon}}\,I_n
=C_n^{1/n}\,\varepsilon^{-1/2-1/n}\,I_n,\\
I_n&=\int_0^1\frac{dx}{\sqrt{x^{-n}-1}}
=\int_0^1\frac{x^{n/2}}{\sqrt{1-x^n}}\,dx .
\end{align}
Put $u=x^n$, so that $dx=n^{-1}u^{1/n-1}du$:
\begin{align}
I_n&=\frac1n\int_0^1u^{(1/2+1/n)-1}(1-u)^{-1/2}\,du\nonumber\\
&=\frac1n B\!\left(\frac12+\frac1n,\frac12\right)
=\frac{\sqrt\pi\,\Gamma(1/2+1/n)}{n\,\Gamma(1+1/n)} .
\end{align}
The last step uses $B(p,q)=\Gamma(p)\Gamma(q)/\Gamma(p+q)$ and $\Gamma(1/2)=\sqrt\pi$.

Now integrate (\ref{density}) from threshold, where $v=v_D$, down to $\varepsilon$:
\begin{align}
v_D-v&=\frac{\sqrt{2\mu}}{2\pi\hbar}C_n^{1/n}I_n
\int_0^\varepsilon \varepsilon'^{-1/2-1/n}\,d\varepsilon'\nonumber\\
&=\frac{\sqrt{2\mu}}{2\pi\hbar}C_n^{1/n}I_n\,
\frac{2n}{n-2}\,\varepsilon^{(n-2)/(2n)}
=\frac{C_n^{1/n}}{k_n}\,\varepsilon^{(n-2)/(2n)} .
\label{linear}
\end{align}
The integral converges at zero if $1/2+1/n<1$, that is, $n>2$. The last equality defines $k_n=\pi\hbar(n-2)/(\sqrt{2\mu}\,nI_n)$; inserting $I_n$ gives (\ref{kn}). Raising (\ref{linear}) to the power $2n/(n-2)$ gives (\ref{law}).

The exponent is 6 for $n=3$, $10/3$ for $n=5$ and 3 for $n=6$. At this order the short-range well enters through $v_D$ alone. Shifting every label $v$ by an integer shifts $v_D$ equally and leaves the slope unchanged, so the absolute numbering need not be known.

\section{Lower edge of the window}

For $n=6$ write $y=\varepsilon^{1/3}$ and $a=C_6^{1/6}/k_6$, so that (\ref{linear}) is $v_D-v=ay$. The first correction comes from the difference between the true period integral and that of the pure tail. If the potential approaches its tail fast enough, this difference has a finite limit at $\varepsilon=0$:
\begin{equation}
\gamma=\frac{\sqrt{2\mu}}{2\pi\hbar}\lim_{L\to\infty}
\left[\int_{R_0}^{L}\frac{dR}{\sqrt{-V}}
-\int_0^L\frac{R^3}{\sqrt{C_6}}\,dR\right],
\end{equation}
where $R_0$ is the zero of $V$. A constant added to the level density integrates to a term linear in $\varepsilon$:
\begin{equation}
v_D-v=ay+\gamma y^3+\cdots .
\label{cubic}
\end{equation}

For the well $V=C_{12}/R^{12}-C_6/R^6$ one has $-V=C_6R^{-6}(1-R_0^6/R^6)$. With $x=R/R_0$ the bracket becomes $(R_0^4/\sqrt{C_6})\,G$, where
\begin{equation}
G=\int_1^\infty x^3\left[(1-x^{-6})^{-1/2}-1\right]dx-\frac14 .
\end{equation}
The $-\tfrac14$ is the part of the subtracted integral between $x=0$ and 1. Setting $u=x^{-6}$ gives $x^3dx=-\tfrac16u^{-5/3}du$, and the integral becomes $\tfrac16J(-2/3)$ with
\begin{equation}
J(s)=\int_0^1u^{s-1}\left[(1-u)^{-1/2}-1\right]du .
\end{equation}
For $s>0$ the two parts can be integrated separately: $J(s)=B(s,\tfrac12)-1/s$. The integral itself converges for $s>-1$, because its bracket vanishes as $u/2$, so the formula continues analytically to $s=-2/3$. There $-1/s=3/2$, which contributes $+\tfrac14$ to $G$ and cancels the $-\tfrac14$. Thus
\begin{equation}
\gamma=\frac{\sqrt{2\mu}}{2\pi\hbar}\,\frac{R_0^4}{\sqrt{C_6}}\,
\frac{\sqrt\pi\,\Gamma(-2/3)}{6\,\Gamma(-1/6)} .
\end{equation}
Both gamma functions are negative, so $\gamma>0$.

The local slope is $-dv/dy=a+3\gamma y^2$. A straight line reads this as $a$, and since $C_6\propto a^6$, the relative bias is $18\gamma y^2/a$ to leading order: positive, and growing with depth. For deep levels the higher terms reduce it; at $v=10$ of the model well this estimate gives $37\%$, against the $25\%$ of the fit to levels 8--13.

Real dispersion tails usually contain $-C_8/R^8$ as well. Its size relative to the leading tail at $R_2$ is $C_8/(C_6R_2^2)\propto\varepsilon^{1/3}$. It changes the density by a term proportional to $\varepsilon^{-2/3+1/3}$, and $v_D-v$ by one proportional to $\varepsilon^{2/3}=y^2$. This precedes the cubic term, which is itself modified: the expansion of $1/\sqrt{-V}$ now contains $3C_8^2/(8C_6^{5/2}R)$, whose integral grows as $\ln R_2$, so no finite $\gamma$ exists and the next term is $y^3$ multiplied by a constant plus a multiple of $\ln y$. A $C_{10}/R^{10}$ term contributes a logarithm at the same order. The model well has no $C_8$, so the errors quoted below do not carry over to a potential that has one. A $y^2$ column is no sure cure. Near a window centre $y_0$ one has $y^3\simeq3y_0y^2-3y_0^2y+y_0^3$, so the column also absorbs part of the cubic term and lowers the fitted slope. For a well with $C_{12}=1.2\times10^9$, $C_6=2000$ and $C_8=10^5$ in atomic units, whose last level is $v=26$, a straight-line fit to levels 20--25 gives a $C_6$ that is 5\% low, and a fit with a $y^2$ column one that is 7\% low. For levels 17--23 the two fits are 3\% and 11\% low. Of the 7\% for levels 20--25, more than 2\% comes from the quantum shift of the top levels discussed in the next section. A $y^3$ column does not cure this well either: for levels 17--23 it gives a $C_6$ that is 7\% low, and $y^2$ and $y^3$ columns together give one that is 5\% low.

\section{Upper edge of the window}

WKB in the tail requires the reduced wavelength to be small compared with $R_2$. Their ratio scales as
\begin{equation}
\frac{\hbar}{\sqrt{2\mu\varepsilon}\,R_2}
\propto\varepsilon^{-1/2+1/n}\propto\frac{1}{v_D-v},
\end{equation}
using (\ref{linear}) at fixed $\mu$ and $C_n$. The approximation therefore deteriorates as the last level is approached.

At threshold the error can be found from the tail equation
\begin{equation}
u''+\frac{\kappa^2}{R^n}u=0,\qquad \kappa=\frac{\sqrt{2\mu C_n}}{\hbar}.
\end{equation}
Let $m=(n-2)/2$, $z=(\kappa/m)R^{-m}$ and $u=\sqrt R\,f(z)$. With $D=R\,d/dR$ one has $R^2u''=\sqrt R\,(D^2-\tfrac14)f$. Acting on a function of $z$, $D=-mz\,d/dz$. Also $\kappa^2R^{2-n}=m^2z^2$. Multiplying the equation by $R^2$ and dividing by $m^2\sqrt R$ gives
\begin{equation}
\left(z\frac{d}{dz}\right)^2f+(z^2-\nu^2)f=0,\qquad
\nu=\frac1{2m}=\frac1{n-2},
\end{equation}
which is Bessel's equation. As $R\to\infty$, $\sqrt R\,J_\nu(z)$ tends to a constant, while the second solution $\sqrt R\,Y_\nu(z)$, with $Y_\nu\propto z^{-\nu}$ at small $z$, grows as $R$. A bound state arriving at threshold has a decay length that tends to infinity, so its outer part becomes constant. This selects $J_\nu$.

Further in, where $z\gg1$, $J_\nu(z)\propto z^{-1/2}\cos(z-\nu\pi/2-\pi/4)$. The WKB phase from $R$ to infinity is $\int_R^\infty\kappa R'^{-n/2}dR'=z$. The outer boundary thus contributes $\nu\pi/2+\pi/4$ instead of $\pi/4$. If $\Phi$ is the total zero-energy phase, matching to the inner cosine gives
\begin{equation}
\Phi-\frac\pi4-\left(\frac{\nu\pi}{2}+\frac\pi4\right)=v\pi .
\end{equation}
Since $v_D=\Phi/\pi-\tfrac12$, level $v$ appears when
\begin{equation}
v_D=v+\frac{1}{2(n-2)} .
\end{equation}
The shift is $1/8$ for $n=6$ and $1/6$ for $n=5$. This assumes that WKB holds in the inner well. Zero-energy integration of the model wells gives 0.125 and 0.167.

\section{Worked example}

The model has $\mu=40000\,m_e$, $C_6=2000\,E_ha_0^6$ and depth $0.002\,E_h$, hence $C_{12}=C_6^2/(4\times0.002\,E_h)=5\times10^8\,E_ha_0^{12}$. Diagonalization gives 27 levels; the threshold action gives $v_D=26.386$. In atomic units $k_6=1.7173\times10^{-2}$, so
\begin{equation}
\frac{k_6^3}{\sqrt{C_6}}=\frac{5.065\times10^{-6}}{44.72}\,E_h
=0.02486\ \mathrm{cm^{-1}} .
\end{equation}
For $v=23$ the unfitted law gives $0.02486\times3.386^3=0.965$ cm$^{-1}$; the computed level is 0.959 cm$^{-1}$.

\subsection{Both corrections in numbers}

With energies in cm$^{-1}$, $a=0.024855^{-1/3}=3.427$ cm$^{1/3}$ and $\gamma=0.00319$ cm. At $v=20$, $\varepsilon=6.411$ cm$^{-1}$ and $y=1.858$ cm$^{-1/3}$, so $ay=6.365$ and $\gamma y^3=0.020$. Their sum is 6.386. The action (\ref{wkb}) at this energy gives an index 0.002 above the integer 20, hence $v_D-v_{\rm WKB}=6.384$. The two agree to 0.002, which is left to higher terms.

The excess of the WKB index over the integer $v$ is 0.0023 at $v=20$, 0.0059 at $v=24$ and 0.0099 at $v=25$. Multiplied by $v_D-v$, these are 0.015, 0.014 and 0.014, consistent with the $1/(v_D-v)$ scaling. At $v=26$ the excess is 0.034, while $v_D-v$ is 0.386. Because energy varies as the cube, the law overestimates this binding energy by the factor $(0.386/0.352)^3\simeq1.32$, as computed.

\subsection{A two-level estimate}

Levels 20 and 23 suffice for an estimate by hand. In atomic units, $y_{20}=(6.4105/219474.6)^{1/3}=0.030797$ and $y_{23}=(0.95867/219474.6)^{1/3}=0.016347$. Then
\begin{align}
a&\simeq\frac{23-20}{0.030797-0.016347}=207.6,\\
C_6&=(ak_6)^6\simeq(3.565)^6\simeq2.05\times10^3\,E_ha_0^6 .
\end{align}
This is nearly $3\%$ too high. From (\ref{cubic}), the secant slope exceeds $a$ by $\gamma(y_{20}^2+y_{20}y_{23}+y_{23}^2)$. In cm$^{-1}$-based units this is $0.00319\times6.25=0.020$, or $0.58\%$ of $a$, and it predicts a $3.5\%$ excess in $C_6$. The estimate found is $2.7\%$ high, a gap of $0.8\%$. The quantum shift acts the other way: it falls from 0.0042 at $v=23$ to 0.0023 at $v=20$, which lowers the slope by $0.0019/(1.858-0.986)=0.0022$, or $0.06\%$ of $a$ and $0.4\%$ in $C_6$. That is half of the gap. The rest comes from the higher terms, 0.002 at $v=20$ and negligible at $v=23$, which lower the secant slope by a similar amount.

\subsection{Least-squares fits}

Regress $v$ on $y$: the computed energies carry negligible numerical noise, and the corrections to the law are additive in $v$. The linear model is $v=v_D-ay$; the extended one is $v=v_D-ay-gy^3$. In both, $C_6=(ak_6)^6$, so a small relative error in $a$ is magnified sixfold.

\begin{center}
\begin{tabular}{llrr}
Model & Levels & $C_6/(E_ha_0^6)$ & Error\\
linear & 20--25 & 2026 & $+1.3\%$\\
linear & 8--13 & 2508 & $+25\%$\\
linear & 21--26 & 1965 & $-1.7\%$\\
extended & 17--23 & 1998 & $-0.1\%$
\end{tabular}
\end{center}

Errors are relative to the input. The deep fit shows the positive short-range bias. Adding the last level and dropping level 20 turns the error negative, the direction expected from the quantum shift. The extended fit returns $g=0.0026$ cm, below the derived $\gamma=0.0032$ cm: $g$ is an effective coefficient that also absorbs omitted terms. The $-0.1\%$ is therefore not an error bar. For a well of depth $0.003\,E_h$ with the same $C_6$, $v_D$ moves to 30.28 and the extended fit gives 1995, an error of $-0.3\%$. The well has moved the threshold index by almost four, while the tail coefficient is recovered.

The extended result for the first well is $C_6=1998\,E_ha_0^6=9.63\times10^6$ cm$^{-1}$\,\AA$^6$.

\section{Implementation}

\begin{enumerate}
\item Establish $n$ from the atomic states. For general $n$, use $y=\varepsilon^{(n-2)/(2n)}$ and $C_n=(ak_n)^n$. The short-range term linear in $\varepsilon$ is then $y^{2n/(n-2)}$, not $y^3$.
\item Take the dissociation energy from the same calculation as the levels. An error $\delta$ in it changes $y$ by $\delta/(3y^2)$ for $n=6$, which is worst near threshold. At $v=24$ here, $\delta=0.01$ cm$^{-1}$ changes $ay$ by $3.427\times0.01/1.446=0.024$, four times the quantum shift of that level. Raising or lowering all binding energies by this $\delta$ moves the error of the linear fit to levels 20--25 from $+1.3\%$ to $+8\%$ or $-6\%$.
\item Make the radial grid long enough. The last level has its outer turning point at $86\,a_0$, and its decay length $\hbar/\sqrt{2\mu\varepsilon}$ is about $50\,a_0$.
\item Omit the last level. With the extended model, omit the next two as well if enough levels remain, since the added column does not describe the quantum shift.
\item Remove levels from each end in turn and repeat the fit. A drift in $C_6$ reveals an unmodelled correction. Quote the spread over reasonable windows with the result; a small residual within one window does not exclude bias, and the spread need not bound it.
\end{enumerate}

The numerical check compares the unfitted law with diagonalized levels for $n=3$, 5 and 6.

\section*{Numbers as computed}
\begin{verbatim}
reduced mass = 40000 m_e
input C6 = 2000 E_h a0^6; well depth = 0.002 E_h
C12 = 5.0000e+08 E_h a0^12; zero of V = 7.9370 a0
1 E_h = 219474.631 cm^-1
number of levels = 27; WKB vD = 26.3858
largest relative change on finer grid = 3.1e-12
I_6 = 0.431185; k_6 = 1.717315e-02 atomic units
law coefficient eps/(vD-v)^3 = 0.024855 cm^-1
v | eps (cm^-1) | law, no fit (cm^-1) | outer R (a0) | WKB index - v
17 | 20.19 | 20.551 | 16.67 | 0.0016
18 | 14.443 | 14.657 | 17.64 | 0.0018
19 | 9.8949 | 10.014 | 18.80 | 0.0020
20 | 6.4105 | 6.4723 | 20.21 | 0.0023
21 | 3.8532 | 3.883 | 22.01 | 0.0027
22 | 2.0833 | 2.0968 | 24.39 | 0.0033
23 | 0.95867 | 0.9647 | 27.76 | 0.0042
24 | 0.33462 | 0.33752 | 33.08 | 0.0059
25 | 0.064711 | 0.066144 | 43.51 | 0.0099
26 | 0.0010834 | 0.0014269 | 86.02 | 0.0338
last level: law / computed = 1.317
v=23: -dv/deps full = 1.1777 cm, tail only = 1.1748 cm
v=23: share of period beyond half outer R = 0.9623
gamma closed form = 0.003190 cm; from action = 0.003164 cm
threshold shift: n=6 0.12524, n=5 0.16687 (index units)
n=3, Cn=4 E_h a0^n, v=86-100: exponent 6.0018 (law 6.0000), worst error 0.216 %
n=5, Cn=250 E_h a0^n, v=28-32: exponent 3.3324 (law 3.3333), worst error 0.636 %
n=6, Cn=2000 E_h a0^n, v=20-25: exponent 3.0077 (law 3.0000), worst error 2.214 %
line, high levels, v=20-25: C6 = 2025.8 E_h a0^6, error +1.29 %, vD = 26.3828
line, deep levels, v=8-13: C6 = 2507.7 E_h a0^6, error +25.38 %, vD = 26.7575
line, with last level, v=21-26: C6 = 1965.1 E_h a0^6, error -1.74 %, vD = 26.3639
with cubic term, v=17-23: C6 = 1997.9 E_h a0^6, error -0.10 %, vD = 26.3808
fitted cubic coefficient = 0.002581 cm
cubic-fit C6 converted = 9.6287e+06 cm^-1 Angstrom^6
deeper well, depth 0.003 E_h: levels = 31, WKB vD = 30.2765
deeper well, v=21-27: C6 = 1994.7 E_h a0^6, error -0.27 %
\end{verbatim}
